# One Steady Suppressor Coverage, and the Feedbacks That Allow Bistability

## 1. Definitions and conventions

A metal is plated on a flat, uniform surface from a bath containing a suppressor, an additive that adsorbs and slows growth. The symbols are:

- $\theta$ is the fraction of sites covered by suppressor, $0\le\theta\le1$, and $u=1-\theta$ is the open fraction.
- $\eta$ is the overpotential at the interface, counted positive in the direction of deposition.
- $C_i$ is the suppressor concentration next to the surface, and $C_b$ is its value in the bulk bath.
- $\Gamma$ is the amount of suppressor per area in a full layer.
- $v_b(\eta)$ and $v_c(\eta)$ are the growth speeds of bare and of covered surface, with $0\le v_c\le v_b$ and $v_b>0$. Their ratio is the leakage $\lambda=v_c/v_b$, and $q=1-\lambda$.

Three rate laws define the model.

**Langmuir adsorption.** Suppressor lands on open sites at the rate $k_aC_i(1-\theta)$ and leaves by desorption at the rate $d\,\theta$. Neither $k_a$ nor $d$ depends on coverage. We write $a=k_aC_i$, with $a>0$.

**Linear site blocking.** Bare and covered sites grow side by side, so the mean growth speed is
$$v=v_b(1-\theta)+v_c\theta=v_b\,(1-q\theta).$$

**Growth-proportional removal.** Growth by a thickness $dz$ removes a fraction $dz/\ell$ of the adsorbed suppressor, by burial or detachment. The removal rate is $\theta v/\ell=s\,\theta(1-q\theta)$, with $s=v_b/\ell$.

The sum of the three is
$$\frac{d\theta}{dt}=F(\theta)=a(1-\theta)-d\,\theta-s\,\theta(1-q\theta).\tag{1}$$

A system is called bistable if it has two different stable steady states under the same external conditions.

## 2. The statement

Let $\eta$ and $C_i$ both be fixed, so that $a,d,s,\lambda$ are constants, and let $d+\lambda s>0$. Then (1) has exactly one steady coverage in $[0,1]$, and every initial coverage tends to it.

Fixing the potential alone is not sufficient. If $C_i$ is free to respond to the suppressor consumed at the surface, the same three rate laws can give bistability at fixed potential, as Section 6 shows. The condition $d+\lambda s>0$ excludes a marginal case, treated in Section 4.

## 3. Proof

Collect powers of $\theta$ in (1):
$$F(\theta)=a-B\theta+sq\,\theta^2,\qquad B=a+d+s.\tag{2}$$
At the ends of the interval,
$$F(0)=a>0,\qquad F(1)=a-(a+d+s)+s(1-\lambda)=-(d+\lambda s)<0.$$
$F$ is continuous, so it has at least one zero between 0 and 1.

If $q=0$, $F$ is linear and has no other zero. If $q>0$, the coefficient of $\theta^2$ is positive, so $F\to+\infty$ as $\theta\to\infty$. Since $F(1)<0$, there is a zero above 1. A quadratic has at most two zeros, so only one is left for the interval $(0,1)$. Call it $\theta^*$.

Stability follows from the signs. $F$ is positive on $[0,\theta^*)$ and negative on $(\theta^*,1]$. A coverage below $\theta^*$ therefore rises and one above it falls. Neither can cross $\theta^*$, and neither can stop earlier, because $F$ vanishes nowhere else in the interval. Every start thus converges to $\theta^*$. $\blacksquare$

For $q>1/2$ the removal rate $s\,\theta(1-q\theta)$ is not monotonic: it falls with coverage above $\theta=1/(2q)$, because a well-covered surface grows slowly and loses little suppressor. This is a positive feedback. With Langmuir adsorption and linear blocking together it cannot create a second stable state: the rate balance is only quadratic, and its second zero lies above full coverage.

As a numerical check, $a$, $d$ and $s$ were drawn at random between 0.01 and 100 s$^{-1}$ and $\lambda$ between 0.001 and 1. In each of 1000 sets the rate balance changed sign once.

## 4. The coverage, its relaxation rate and its limits

For $q>0$ the zeros of (2) are $(B\pm\sqrt\Delta)/(2sq)$ with $\Delta=B^2-4asq$. The smaller one lies in the interval. Multiply its numerator and denominator by $B+\sqrt\Delta$ and use $B^2-\Delta=4asq$:
$$\theta^*=\frac{2a}{B+\sqrt{\Delta}}.\tag{3}$$
This form also holds at $q=0$, where it gives $a/B$.

A small deviation from $\theta^*$ decays at the rate $-F'(\theta^*)$. From (2), $F'=-B+2sq\theta$. Inserting $2sq\theta^*=B-\sqrt\Delta$ gives
$$-F'(\theta^*)=\sqrt\Delta .\tag{4}$$

**Slow growth.** As $s\to0$, $\sqrt\Delta\to B=a+d$ and $\theta^*\to a/(a+d)$, the Langmuir isotherm.

**Fast growth.** For $s\gg a,d$, both $B$ and $\sqrt\Delta$ approach $s$, so $\theta^*\approx a/s$. Growth strips the surface.

**Slow relaxation.** For $d=0$,
$$\Delta=(a+s)^2-4as(1-\lambda)=(a-s)^2+4as\lambda .$$
At $s=a$ the relaxation rate is $2a\sqrt\lambda$, which is small for a good suppressor. A potential sweep that is fast compared with this rate leaves the coverage lagging behind, so forward and backward sweeps differ although there is one steady state. A loop in a sweep does not by itself prove bistability.

**The marginal case $d=\lambda=0$.** Here $q=1$ and (1) factorizes:
$$F=(1-\theta)(a-s\theta).$$
Full coverage is always steady, since nothing desorbs and a fully blocked surface does not grow. If $a<s$, there is a second steady coverage $\theta=a/s$. Differentiation gives $F'(1)=s-a>0$, so full coverage is unstable, and every start below 1 goes to $a/s$. If $a\ge s$, $F>0$ for all $\theta<1$ and full coverage attracts every start. There can be two steady states, but never two stable ones.

## 5. A series resistance does not help

Suppose that the applied voltage $V$ is fixed instead of $\eta$, with an ohmic drop between them: $V=\eta+Rj$, where $R\ge0$ and the current density $j$ is proportional to $v$. Keep $C_i$ fixed. Assume that $a$ and $d$ do not depend on $\eta$, that $v_b$ rises with $\eta$, and that $v_c$ does not fall.

Take $\eta_2>\eta_1$, with steady coverages $\theta_2$ and $\theta_1$. At the coverage $\theta_1$, the higher potential gives faster growth and faster removal, so $F(\theta_1;\eta_2)<F(\theta_1;\eta_1)=0$. By the sign pattern of Section 3, $\theta_2<\theta_1$. The growth speeds then obey
$$v_{b2}-(v_{b2}-v_{c2})\theta_2\ \ge\ v_{b2}(1-\theta_1)+v_{c2}\theta_1\ >\ v_{b1}(1-\theta_1)+v_{c1}\theta_1 .$$
The first step uses $\theta_2<\theta_1$ and $v_c\le v_b$; the second uses the rise of $v_b$.

The steady current therefore increases with $\eta$, and so does $\eta+Rj(\eta)$. A given $V$ belongs to one $\eta$ and one coverage. If adsorption itself depends on potential, this argument no longer applies.

## 6. Feedback through suppressor depletion

Let the suppressor reach the surface by diffusion, with diffusivity $D$, through a stagnant layer of thickness $\delta$. From here on $a=k_aC_b$ is the adsorption rate at bulk concentration. Suppressor removed by growth is assumed to be buried, or detached in an inactive form, so that it does not replenish the layer. (If all of it returned intact, the net uptake would vanish in a steady state and there would be no depletion.) In a quasi-steady layer the diffusive flux equals the net uptake. For $d=0$,
$$\frac{D}{\delta}(C_b-C_i)=\Gamma k_aC_iu .$$
Divide by $DC_b/\delta$ and solve for the concentration ratio:
$$\frac{C_i}{C_b}=\frac{1}{1+Mu},\qquad M=\frac{k_a\Gamma\delta}{D}.\tag{5}$$
$M$ compares the adsorption velocity $k_a\Gamma$ with the mass-transfer velocity $D/\delta$. It does not contain the bulk concentration. Fixed interfacial concentration is the limit $M\to0$.

The coverage now obeys
$$\frac{d\theta}{dt}=\frac{au}{1+Mu}-s\theta(1-q\theta)=\frac{su}{1+Mu}\left[\frac as-f(\theta)\right],$$
$$f(\theta)=\theta(1-q\theta)\left[\frac1{u}+M\right].\tag{6}$$
Steady states satisfy $f(\theta)=a/s$. The prefactor is positive for $\theta<1$, so a steady state is stable where $f$ rises and unstable where $f$ falls.

Differentiate, using $d(1/u)/d\theta=1/u^2$:
$$f'=(1-2q\theta)\left[\frac1u+M\right]+\frac{\theta(1-q\theta)}{u^2}.$$
The terms without $M$ have the common denominator $u^2$ and the numerator
$$(1-2q\theta)(1-\theta)+\theta(1-q\theta)=1-2q\theta+q\theta^2=qu^2+\lambda .$$
Hence
$$f'=q+\frac{\lambda}{u^2}+M(1-2q\theta).\tag{7}$$

At $M=0$ this is positive, which proves uniqueness a second time for $d=0$, $\lambda>0$. The term in $M$ is negative when $\theta>1/(2q)$. There, more coverage means less growth and less suppressor consumed; the interfacial concentration recovers, and this raises the coverage further.

To find when $f'$ becomes negative, put $\theta=1-u$:
$$f'=q-M(2q-1)+\frac{\lambda}{u^2}+2qMu .$$
For $\lambda>0$ the last two terms form a convex function of $u$. Its minimum lies where $-2\lambda/u^3+2qM=0$, that is, at $u_m=[\lambda/(qM)]^{1/3}$. There the two terms equal $(\lambda q^2M^2)^{1/3}$ and $2(\lambda q^2M^2)^{1/3}$. So $f'$ is negative somewhere if
$$M(2q-1)>q+3(\lambda q^2M^2)^{1/3}.\tag{8}$$
The minimum must lie at $u_m<1$, and (8) ensures this: if $\lambda\ge qM$, the right side would be at least $q+3qM$, which exceeds the left side.

Since $f$ runs from 0 at $\theta=0$ to infinity at $\theta\to1$, and convexity allows $f'$ at most two zeros, (8) is necessary and sufficient for three steady states at some value of $a/s$. The outer two are stable and the middle one is unstable. Condition (8) requires $q>1/2$, and as $\lambda\to0$ it becomes $M>1$.

The zeros of $f'$ bound the bistable window. Multiplied by $u^2$, the condition $f'=0$ reads
$$2qMu^3-[M(2q-1)-q]u^2+\lambda=0,\tag{9}$$
and each root between 0 and 1 gives an edge at $s=a/f$.

The outer states also attract certain starts when the layer takes time to respond. A higher coverage lowers the uptake and so raises the concentration, and a higher concentration raises the coverage. Such a system preserves order: a start that lies below another stays below it. From an empty surface and a suppressor-free layer, coverage and concentration can only rise, and they settle at the lowest steady state. From full coverage and a layer at bulk concentration they can only fall, and they settle at the highest.

## 7. Two other feedbacks, at fixed concentration

**Nonlinear blocking.** Replace the open fraction $u$ in the growth law by $(1-w)u+wu^2$, where $0\le w\le1$ is the quadratic share. With $d=0$ the balance $au=s\theta\{\lambda+q[(1-w)u+wu^2]\}$ becomes
$$\frac as=h(u)=(1-u)\left[\frac\lambda u+q(1-w)+qwu\right].$$
Expanding and differentiating gives
$$\frac{dh}{du}=-\frac{\lambda}{u^2}+q(2w-1)-2qwu .$$
$h$ falls from infinity at $u\to0$ to zero at $u=1$. Three states require that it rise in between. The minimum of $\lambda/u^2+2qwu$ is found as before, with $w$ in place of $M$, so the condition is
$$q(2w-1)>3(\lambda q^2w^2)^{1/3}.\tag{10}$$

**Lateral attraction.** Let adsorbed suppressor speed up further adsorption by a factor $e^{g\theta}$, where $g$ is an energy in units of $kT$. With linear blocking and $d=0$, the logarithm of the steady balance is
$$\ln\frac as=\ln\theta+\ln(1-q\theta)-\ln u-g\theta .$$
The derivative of the right side is $1/\theta-q/(1-q\theta)+1/u-g$. The second and third terms combine to $(1-q\theta-qu)/[u(1-q\theta)]=\lambda/[u(1-q\theta)]$. The right side runs from $-\infty$ to $+\infty$, so several states need a falling part:
$$g>\min_\theta\left[\frac1\theta+\frac{\lambda}{(1-\theta)(1-q\theta)}\right].\tag{11}$$

## 8. Worked example

The parameters are round model values: $k_a=100$ mM$^{-1}$s$^{-1}$, $C_b=0.020$ mM, $\lambda=0.010$, $\ell=1.0$ nm and $d=0$. The bare surface follows $j_b=i_0\exp(\alpha e\eta/kT)$ with $i_0=0.10$ mA/cm$^2$, $\alpha=0.50$ and $T=298.15$ K. At $\eta=0.180$ V this gives $j_b=3.32$ mA/cm$^2$. With two electrons per atom and a molar volume of 7.1 cm$^3$/mol, the growth speed is $v_b=1.222$ nm/s. Therefore
$$a=100\times0.020=2.00\ \text{s}^{-1},\qquad s=1.222\ \text{s}^{-1},\qquad a/s=1.637 .$$

**Fixed interfacial concentration.** Here $B=3.222$ s$^{-1}$ and
$$\Delta=3.222^2-4(2.00)(1.222)(0.99)=0.703\ \text{s}^{-2}.$$
The relaxation rate is $\sqrt\Delta=0.838$ s$^{-1}$, and $\theta^*=4.00/(3.222+0.838)=0.985$. The current density is 0.082 mA/cm$^2$. The surface is suppressed, and there is no other steady state.

**Diffusion layer.** The adsorption velocity is $k_a\Gamma=10$ µm/s and $D=200$ µm$^2$/s. For $\lambda=0.010$, condition (8) gives a critical $M$ of 2.08, or a path of
$$\delta=2.076\times200/10=41.5\ \text{µm}.$$
This is the shortest path that gives three states at any potential, and they first appear near 0.197 V. At 0.180 V the path must lie between about 84 and 188 µm. A scan over growth speed found one state at most when $M$ was 10% below this threshold, and three when it was 10% above.

A 10 µm layer has $M=0.50$. Its one state has coverage 0.985 and an interfacial concentration of 99% of bulk, so fixed concentration is a good approximation at this potential. At 0.21 V the current on the same layer is already about 40% above the fixed-concentration value.

A 100 µm path has $M=5.0$. At the same potential and bath composition there are three states:

| State | $\theta$ | $C_i/C_b$ | $j$ (mA/cm$^2$) |
|---|---|---|---|
| active | 0.413 | 0.254 | 1.96 |
| middle, unstable | 0.816 | 0.521 | 0.64 |
| suppressed | 0.981 | 0.915 | 0.095 |

The active state can be checked by hand in (6): $u=0.587$ and $1-q\theta=0.591$, so $f=0.413\times0.591\times(1.704+5)=1.64$, equal to $a/s$. It carries about 21 times the current of the suppressed state. A time-dependent diffusion calculation over 5000 s ended at $\theta=0.413$ from an empty surface under a suppressor-free layer, and at 0.981 from full coverage under a layer at bulk concentration. An empty surface under a layer at bulk concentration also ends at 0.981, because the layer holds far more suppressor than one full coverage needs.

The bistable window on this path runs from 0.1743 to 0.1876 V, a width of 13 mV. Below it only the suppressed state exists, and above it only the active one.

## 9. The model beside real plating

The parameters are chosen with acid copper via filling and a polyether suppressor in mind, but they are not fitted to any bath. The adsorption constant and the removal length in particular are assumed values. At fixed $D$ and $\lambda$, the critical path varies as $1/(k_a\Gamma)$, so 41.5 µm is an order of magnitude and not a design value. In a deep via the assumption of fixed interfacial concentration is the first to be questioned. In this example, giving it up on a 100 µm path allows a current 24 times that of the fixed-concentration state. A real via also consumes suppressor on its side walls, and polyether suppression of copper depends on co-adsorbed chloride; neither is modelled here.

The remaining omissions have these sizes for the example's numbers:

- **Desorption.** With $d>0$, the flux balance replaces the adsorption term by $(au-d\theta)/(1+Mu)$, which is lower at every coverage. The suppressed state moves down, the middle one moves up, and at $d=0.022$ s$^{-1}$ they merge. Desorption at about 1% of the adsorption rate is enough to end bistability at 0.180 V. At lower potentials it survives somewhat more: at $d=0.05$ s$^{-1}$ a window about 2 mV wide remains near 0.173 V, and at $d=0.10$ s$^{-1}$ none is left.
- **Blocking law.** At fixed concentration, (10) requires a quadratic share above 0.77, a large departure from linear blocking. The extra states then first appear near 0.26 V. At 0.180 V even fully quadratic blocking leaves one state. On the 100 µm path the blocking law matters sooner: a quadratic share above 0.18 moves the bistable window above 0.180 V, and only the suppressed state remains at that potential.
- **Attraction.** Condition (11) requires only $g>1.48$, or 38 meV, and the extra states then first appear near 0.28 V. At 0.180 V there is still one state at $g=5$. These figures hold at fixed concentration. On the 100 µm path attraction widens the bistable window and moves it up: above about $g=0.68$, or 17 meV, 0.180 V lies below the window and only the suppressed state remains. The neglect of lateral attraction is thus a delicate assumption there.
- **Ohmic drop.** Across 1 cm of electrolyte at 0.5 S/cm, the active state loses 3.9 mV. The states that merge at the edges of the window carry less current, so the edges shift by less than this. With this resistance the window in applied voltage runs from 0.1766 to 0.1881 V, a width of 11.5 mV instead of 13.3 mV. The window closes at about 24 Ω cm$^2$, twelve times this resistance. The currents in the window are proportional to the assumed $\ell$, so this limit falls as $1/\ell$.
- **Metal supply and reverse reaction.** The active current is 2% of the metal-ion limiting current on the 100 µm path, for 1000 mM metal ion. The reverse metal reaction is about $10^{-6}$ of the forward one. Both are minor for $\ell=1$ nm: if growth is proportional to the metal-ion concentration at the surface, the window becomes 0.1750 to 0.1877 V. The currents in the window scale with $\ell$, however, so metal supply matters more as $\ell$ grows. The window narrows to about 8.5 mV at $\ell=10$ nm and to about 1 mV at 30 nm, and at 100 nm it is gone.

The parameters and main results are listed in the numerical output below.

## Calculated quantities

```
random parameter sets, each with one state: 1000
temperature: 298.15 K
overpotential: 0.180 V
transfer coefficient: 0.50
exchange current density: 0.10 mA/cm2
electrons per metal atom: 2
metal molar volume: 7.1 cm3/mol
removal length: 1.0 nm
leakage ratio: 0.010
adsorption constant: 100 1/(mM s)
bulk suppressor concentration: 0.020 mM
full suppressor layer: 10.0 pmol/cm2
suppressor diffusivity: 200 um2/s
adsorption velocity: 10.0 um/s
adsorption rate a: 2.000 1/s
bare current density: 3.321 mA/cm2
bare growth speed: 1.2220 nm/s
removal rate constant s: 1.2220 1/s
fixed concentration, coverage: 0.9851
fixed concentration, current: 0.0822 mA/cm2
fixed concentration, relaxation rate: 0.838 1/s
critical M: 2.076
critical diffusion path: 41.5 um
short path: 10 um, M = 0.50
short path, only coverage: 0.9848
short path, interfacial/bulk concentration: 0.9925
long path: 100 um, M = 5.00
long path, active coverage: 0.4130
  interfacial/bulk concentration: 0.2541
  current density: 1.9633 mA/cm2
  growth speed: 0.7224 nm/s
long path, middle coverage: 0.8158
  interfacial/bulk concentration: 0.5205
  current density: 0.6390 mA/cm2
  growth speed: 0.2351 nm/s
long path, suppressed coverage: 0.9813
  interfacial/bulk concentration: 0.9146
  current density: 0.0946 mA/cm2
  growth speed: 0.0348 nm/s
diffusion run from empty, coverage: 0.4130
diffusion run from full, coverage: 0.9813
active/suppressed current ratio: 20.75
bistable window, lower edge: 0.1743 V
bistable window, upper edge: 0.1876 V
critical quadratic share of blocking: 0.773
critical lateral attraction: 1.481 kT
critical lateral attraction: 38.1 meV
desorption rate that ends bistability: 0.0224 1/s
metal diffusivity: 500 um2/s
metal-ion concentration: 1000 mM
active current / metal limiting current: 0.0203
reverse/forward metal reaction: 8.2e-07
electrolyte gap: 1.0 cm at 0.5 S/cm
ohmic drop, active state: 3.93 mV
```
